# Stopping time of a 100 keV arsenic ion in silicon

## Result

An ion of initial speed $v_0$ that comes to rest along a track of length $L$ under a nearly constant stopping force takes the time

$$
t=\frac{2L}{v_0}\left[1+p+O(p^2)\right],\qquad |p|\ll 1 .
$$

Here the stopping force, the mean energy lost per unit path, is taken as $S(E)\propto E^p$. The leading term is the constant-force result, and $p$ is its first relative correction.

For arsenic at 100 keV in silicon, $v_0=507.5$ nm/ps. A path of 100 nm gives $2L/v_0=0.39$ ps, so the stopping time is a few tenths of a picosecond. The last part of the motion limits the accuracy: the force there is far from constant, and the answer depends on when the ion is called stopped.

## Speed and the leading estimate

The ion is non-relativistic, with kinetic energy $E=mv^2/2$. Therefore

$$
v_0=\sqrt{\frac{2E_0}{m}} .
$$

The initial energy is $10^5\times1.602\times10^{-19}=1.602\times10^{-14}$ J and the mass is $1.244\times10^{-25}$ kg, so

$$
v_0=\sqrt{\frac{2(1.602\times10^{-14})}{1.244\times10^{-25}}}
=5.075\times10^5\ \text{m/s}=507.5\ \text{nm/ps}.
$$

The neglected relativistic corrections are of relative order $(v_0/c)^2=2.9\times10^{-6}$.

The length $L$ is measured along the track, not perpendicular to the surface. An ion that only slows never exceeds $v_0$, so

$$
t\ge\frac{L}{v_0}=\frac{100}{507.5}=0.197\ \text{ps}.
$$

This is a floor. To obtain an estimate, let the force have the constant value $S_0$. Newton's equation is $m\,dv/dt=-S_0$, with solution $v=v_0-S_0t/m$. The ion stops at $t=mv_0/S_0$. All its kinetic energy has then been spent along the path, so $S_0L=mv_0^2/2$, or $S_0=mv_0^2/(2L)$. Substitution gives

$$
t_0=\frac{mv_0}{mv_0^2/(2L)}=\frac{2L}{v_0}=0.394\ \text{ps}.
$$

The factor 2 appears because a speed that falls linearly to zero has the time average $v_0/2$. The force needed is $E_0/L=1000$ eV/nm, and the deceleration is $v_0^2/(2L)=1288$ nm/ps$^2$.

## First correction for a slowly varying force

Along the track $dE/dx=-S(E)$, and $dx=v\,dt$. Integrating from the final energy, here zero, to $E_0$ gives

$$
L=\int_0^{E_0}\frac{dE}{S(E)},\qquad
t=\int_0^{E_0}\frac{dE}{v(E)S(E)} .
$$

Set $y=E/E_0$, so that $v=v_0y^{1/2}$, and write the force as

$$
S=S_0[1+\eta g(y)],\qquad |\eta|\ll1 .
$$

To first order, $1/S=(1-\eta g)/S_0$. The two integrals become

$$
L=\frac{E_0}{S_0}\left[1-\eta\int_0^1g\,dy\right],
$$

$$
t=\frac{E_0}{S_0v_0}\left[2-\eta\int_0^1y^{-1/2}g\,dy\right],
$$

where $\int_0^1y^{-1/2}dy=2$ was used. Now divide $t$ by $L/v_0$. Since $1/(1-\eta A)=1+\eta A+O(\eta^2)$, with $A=\int_0^1 g\,dy$,

$$
\frac{tv_0}{L}=2+\eta\int_0^1\left(2-y^{-1/2}\right)g(y)\,dy+O(\eta^2).
$$

The weight is $2-v_0/v$. It vanishes at $v=v_0/2$, the mean speed of the leading solution. At fixed path length, weakening the force below this speed lengthens the stopping time, because more of the path is then covered slowly. Weakening it above this speed shortens the time. A constant $g$ has no effect, since $\int_0^1(2-y^{-1/2})dy=0$: the fixed path already sets the overall strength of the force.

For a weak power law, $y^p=1+p\ln y+O(p^2)$, so $\eta=p$ and $g=\ln y$. Integration by parts gives

$$
\int_0^1\ln y\,dy=-1,\qquad
\int_0^1y^{-1/2}\ln y\,dy
=\left[2y^{1/2}\ln y\right]_0^1-2\int_0^1y^{-1/2}dy=-4 .
$$

The correction is therefore $p[2(-1)-(-4)]=2p$, and

$$
\frac{tv_0}{L}=2+2p+O(p^2),
$$

which is the opening result. Although $\ln y$ diverges at $y=0$, both integrals converge. The exact integration in the next section confirms that the expansion is valid for small $p$.

## How far the correction can be trusted

For a pure power law the integrals can be done without expansion. With $S=S_0y^p$ and $p<1/2$,

$$
L=\frac{E_0}{S_0}\int_0^1y^{-p}dy=\frac{E_0}{S_0(1-p)},
$$

$$
t=\frac{E_0}{S_0v_0}\int_0^1y^{-1/2-p}dy
=\frac{E_0}{S_0v_0(1/2-p)} .
$$

Their ratio gives

$$
t=\frac{2L}{v_0}\frac{1-p}{1-2p}
=\frac{2L}{v_0}\left[1+p+\frac{2p^2}{1-2p}\right].
$$

The last term is the full remainder after the first correction. At $p=1/4$ the first-order factor $tv_0/L$ is 2.5, while the full factor is 3. The remainder grows without limit as $p\to1/2$.

Suppose instead that the motion ends at a speed $v_c=rv_0$. The lower limit becomes $y=r^2$, and the same integrals give

$$
\frac{tv_0}{L}=\frac{2(1-p)}{1-2p}\,
\frac{1-r^{1-2p}}{1-r^{2-2p}} .
$$

Here $L$ is the path covered down to $v_c$. For $p=0$ this reduces to $2/(1+r)$, so a small non-zero final speed lowers the leading time by a fraction of about $r$.

Time-stepping Newton's equation down to $r=10^{-6}$ gave factors of 2.000 for $p=0$ and 2.997 for $p=1/4$. The second value agrees with the endpoint formula: $r^{1/2}=10^{-3}$ reduces 3 by one part in a thousand.

## A second limit: drag proportional to speed

At $p=1/2$ the force is proportional to speed. Write $S=kv$. Then $m\,dv/dt=-kv$, and separating variables gives

$$
t=\frac mk\ln\frac{v_0}{v_c}.
$$

For the path, $dv/dx=(dv/dt)/v=-k/m$, hence

$$
L=\frac mk(v_0-v_c).
$$

Eliminating $m/k$,

$$
t=\frac{L}{v_0-v_c}\ln\frac{v_0}{v_c}.
$$

The path is finite as $v_c\to0$, but the time grows logarithmically. A stopping time then has no meaning until a final speed is named. For $1/2<p<1$ the path still converges, while the time grows as $v_c^{1-2p}$. This is why the end of the motion matters much more to the time than to the range.

## Stopping forces for arsenic in silicon

The 100 nm path can be checked with a standard stopping model for a disordered target. Nuclear stopping is the energy given to whole silicon atoms in collisions; electronic stopping is the energy given to electrons. Their sum is $S=S_n+S_e$.

Let subscripts 1 and 2 denote arsenic and silicon, $a_0$ the Bohr radius, $N$ the atomic density and $q^2=e^2/(4\pi\varepsilon_0)$. The Ziegler–Biersack–Littmark model uses a screened Coulomb repulsion with screening length

$$
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}}
$$

and reduced energy

$$
\epsilon=\frac{aM_2E}{Z_1Z_2q^2(M_1+M_2)} .
$$

A collision that turns the relative motion through an angle $\theta$ transfers the energy $T=\gamma E\sin^2(\theta/2)$, where $\gamma=4M_1M_2/(M_1+M_2)^2$. Summing over impact parameters $b$ gives

$$
S_n=N\int_0^\infty T\,2\pi b\,db
=N\gamma E\,\pi a^2\int_0^\infty\sin^2\frac\theta2\,d\!\left(\frac{b^2}{a^2}\right).
$$

Define $s(\epsilon)=\epsilon\int\sin^2(\theta/2)\,d(b^2/a^2)$ and replace $E$ by $\epsilon Z_1Z_2q^2(M_1+M_2)/(aM_2)$. The masses combine to give

$$
S_n=N\,\frac{4\pi aZ_1Z_2q^2M_1}{M_1+M_2}\,s(\epsilon).
$$

The model's compact fit to the integral is

$$
s(\epsilon)=\frac{\ln(1+1.1383\epsilon)}
{2(\epsilon+0.01321\epsilon^{0.21226}+0.19593\epsilon^{1/2})} .
$$

Direct integration over impact parameters in the universal potential tests this fit. The ratio of fit to integral was 1.007, 1.000 and 0.998 at 100, 10 and 1 keV. This supports the fit, not the potential itself.

Electronic stopping is taken from the Lindhard–Scharff model, with $v_B$ the Bohr speed:

$$
S_e=8\pi Nq^2a_0
\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\frac{v}{v_B}.
$$

With $N=50$ nm$^{-3}$, a rounded value for silicon, the total force and its local exponent $p=d\ln S/d\ln E$ are:

| Energy | $S$ (eV/nm) | $p$ |
|---|---:|---:|
| 100 keV | 1503 | 0.04 |
| 10 keV | 1037 | 0.27 |
| 1 keV | 447 | 0.45 |
| 0.1 keV | 137 | 0.57 |

At 100 keV, nuclear stopping supplies 1218 eV/nm and electronic stopping 285 eV/nm. The constant-force approximation starts well, since $p$ is small, but it deteriorates as the ion slows.

## Path, time and the slow tail

Integrating $dE/S$ and $dE/(vS)$ down to three final energies gives:

| Final energy | Path (nm) | Time (ps) |
|---|---:|---:|
| 1 keV | 76.3 | 0.316 |
| 100 eV | 79.4 | 0.416 |
| 20 eV | 80.2 | 0.495 |

The path is indeed of order 100 nm. The 20 eV endpoint is roughly the energy scale for displacing a lattice atom. It is a convention. The picture of separate two-body collisions becomes doubtful well above this energy, so the times for the slow tail are model values rather than accurate predictions. At 20 eV about 28% of the nuclear stopping comes from impact parameters beyond one atom's share of the area, about 0.15 nm. Dropping those collisions raises the time from 0.495 to 0.515 ps, while following discrete collisions down to 20 eV lowers it to about 0.43 ps.

The last 1 keV down to 20 eV is about 1% of the initial energy. It contributes $80.2-76.3=3.9$ nm, or 5% of the path, but $0.495-0.316=0.179$ ps, or 36% of the time.

For the model's own path of 80.2 nm, the leading estimate is

$$
\frac{2(80.2)}{507.5}=0.316\ \text{ps}.
$$

Using the initial exponent in the first correction changes this to $0.316(1+0.04)=0.33$ ps, still well below 0.495 ps. The correction has the right sign, but one exponent taken at the start cannot describe a force that falls from 1503 to 137 eV/nm by the time the ion reaches 100 eV. At that energy $p=0.57$ already exceeds 1/2, where the expansion about constant force has no validity.

The sign can be established without assuming a power law. Since $dv/dt=-S/m$ and $dE/dt=-Sv$,

$$
\frac{d^2v}{dt^2}=-\frac1m\frac{dS}{dE}\frac{dE}{dt}
=\frac{Sv}{m}\frac{dS}{dE}.
$$

If $S$ increases with energy, this is positive and $v(t)$ is convex. Its graph lies below the straight line joining its endpoints, so the area under it satisfies

$$
L\le\frac{t(v_0+v_c)}2,\qquad
t\ge\frac{2L}{v_0+v_c}.
$$

The model force increased at every step of a 1000-point energy grid from 20 eV to 100 keV. With $v_c=7.18$ nm/ps, the bound is $2(80.2)/(507.5+7.18)=0.312$ ps. The integrated time lies above it, as required.

The first estimate, 0.394 ps, is 80% of the integrated time. This closeness is partly a cancellation: the guessed path is longer than the model path, while the constant-force assumption makes the time too short.

## Individual collisions and real implants

The integrals describe a mean, continuous loss. Real ions lose energy in separate collisions. A simulation of 3000 ions used one collision per 0.271 nm, random impact parameters over a finite disk, the same potential and the same electronic loss. The medium was infinite, with no surface, and each ion was followed until it fell below 100 eV. The results, as mean and standard deviation, were:

- path: 76.9 nm and 24.9 nm;
- depth along the initial direction: 67.8 nm and 23.4 nm;
- time: 0.362 ps and 0.090 ps.

With 3000 ions the means carry a sampling error of about 0.5 nm and 0.002 ps, and drawing the free flights from an exponential distribution of the same mean shifts them by about 1 nm and 0.005 ps, so the last digits are not significant. The mean path is about 3% below the continuous result to 100 eV, and the mean time is about 13% below it. The finite disk is not the cause: it removes distant collisions, and on its own it raises the continuous time slightly, from 0.416 to 0.420 ps. Discrete losses and overshoot of the final energy also differ from the continuous calculation; their separate shares were not determined. The spread in time is 25% of its mean, so a single ion has no sharply predictable stopping time. The mean depth is smaller than the mean path because collisions deflect the ion.

The calculation treats the silicon as disordered. In a crystalline wafer, an ion travelling along an open channel avoids most close nuclear collisions. Removing nuclear loss altogether, with the Lindhard–Scharff drag unchanged, gives a path of 693 nm and a time of 5.9 ps down to 20 eV. This is an idealised limit, not a prediction for a channelled ion, whose electronic loss may differ. It shows that channelling could move the answer from tenths of a picosecond to picoseconds.

The two further effects examined here are smaller than this channelling limit. Dropping electronic loss while keeping nuclear loss raises the path to 92.2 nm and the time to 0.547 ps, increases of 15% and 11% over the full model. At 300 K the classical thermal rms speed of a silicon atom, which leaves out zero-point motion, is 0.516 nm/ps, about 0.1% of the initial ion speed and 7% of its speed at 20 eV. Target motion is thus negligible at first and begins to matter only near the chosen end.

The estimate concerns the ion's slowing alone. The surrounding atoms need not have settled when the ion stops, and later annealing is a separate process. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Initial energy: 100 keV
As mass: 74.92 u = 1.244e-25 kg
Si atomic density (rounded): 50 nm^-3
Assumed path: 100 nm
Initial speed: 507.5 nm/ps = 5.075e+05 m/s
Simple floor L/v0: 0.197 ps
Constant-force time 2L/v0: 0.394 ps
Mean force E0/L: 1000 eV/nm
Constant deceleration: 1288 nm/ps^2
At 100 keV: nuclear 1218, electronic 285, total 1503 eV/nm; p=0.04
At 10 keV: nuclear 947, electronic 90, total 1037 eV/nm; p=0.27
At 1 keV: nuclear 418, electronic 28, total 447 eV/nm; p=0.45
At 0.1 keV: nuclear 128, electronic 9, total 137 eV/nm; p=0.57
Nuclear fit/direct integral at 100 keV: 1.007
Nuclear fit/direct integral at 10 keV: 1.000
Nuclear fit/direct integral at 1 keV: 0.998
Power-law factor t*v0/L, p=0: 2.000
Power-law factor t*v0/L, p=1/4: 2.997
Model to 1 keV: path 76.3 nm, time 0.316 ps
Model to 100 eV: path 79.4 nm, time 0.416 ps
Model to 20 eV: path 80.2 nm, time 0.495 ps
Speed at 20 eV: 7.18 nm/ps
Model path divided by v0: 0.158 ps
Twice model path divided by v0: 0.316 ps
Convexity lower bound: 0.312 ps
Simple constant-force/model time: 0.80
No electronic loss: path 92.2 nm, time 0.547 ps
No nuclear loss: path 693 nm, time 5.90 ps
Monte Carlo ions: 3000; free path 0.271 nm; end below 100 eV
Monte Carlo path: mean 76.9 nm, standard deviation 24.9 nm
Monte Carlo depth: mean 67.8 nm, standard deviation 23.4 nm
Monte Carlo time: mean 0.362 ps, standard deviation 0.090 ps
Relativistic parameter (v0/c)^2: 2.87e-06
Thermal rms speed of Si atom at 300 K: 0.516 nm/ps
```
